# Adler's equation and injection locking of a spin-torque oscillator

Let a unit magnetization \(\mathbf m\) precess about the \(z\) axis at a fixed polar angle \(\theta\) and angular frequency \(\Omega\). Damping turns it towards the axis at the rate \(\alpha\Omega\sin\theta\), where \(\alpha\) is the damping constant. A spin-polarized current turns it away from the axis at the rate \(a\sin\theta\), where \(a\) is proportional to the current. The angle stays fixed if the two rates cancel, so the free oscillator runs at \(\Omega=a/\alpha\).

Now add a weak field of strength \(\varepsilon\) that rotates in the plane at \(\omega_e\), and suppose that the magnetization rotates with it, its azimuth ahead of the field by a constant angle \(\psi\). The field adds the polar rate \(-\varepsilon\sin\psi\), and the balance becomes

\[
a\sin\theta-\alpha\omega_e\sin\theta-\varepsilon\sin\psi=0,
\qquad
\sin\psi=-\frac{\alpha\sin\theta}{\varepsilon}\left(\omega_e-\frac a\alpha\right).
\]

A sine cannot exceed one in magnitude, so this common rotation requires \(|\omega_e-a/\alpha|\le\varepsilon/(\alpha\sin\theta)\). The balance contains the locking interval, but it does not say which angle \(\theta\) to insert, whether the rotation is stable, or whether the oscillator reaches it. These questions need the equation of motion of the phase.

The model is a uniformly magnetized layer at zero temperature, with a static field along \(z\), an easy-plane anisotropy, and a spin polarizer along \(z\) whose efficiency does not depend on angle. All fields are multiplied by the gyromagnetic ratio \(\gamma>0\) and are therefore angular frequencies. The Landau–Lifshitz–Gilbert equation with spin torque is

\[
\dot{\mathbf m}=-\mathbf m\times\mathbf h+\alpha\,\mathbf m\times\dot{\mathbf m}
+a\,\mathbf m\times(\mathbf m\times\hat{\mathbf z}),
\]

where \(\mathbf h\) consists of the axial field \(h(\theta)\hat{\mathbf z}\), with \(h(\theta)=b-w\cos\theta\), and the drive \(\varepsilon(\cos\omega_et,\sin\omega_et,0)\). Here \(b\) is the static field and \(w>0\) the easy-plane field.

In spherical coordinates \(\mathbf m=\mathbf e_r\), \(\mathbf m\times\mathbf e_\theta=\mathbf e_\phi\) and \(\mathbf m\times\mathbf e_\phi=-\mathbf e_\theta\). Hence

\[
\dot{\mathbf m}=\dot\theta\,\mathbf e_\theta+\sin\theta\,\dot\phi\,\mathbf e_\phi,
\qquad
\mathbf m\times\dot{\mathbf m}=\dot\theta\,\mathbf e_\phi-\sin\theta\,\dot\phi\,\mathbf e_\theta .
\]

From \(\hat{\mathbf z}=\cos\theta\,\mathbf e_r-\sin\theta\,\mathbf e_\theta\) follow \(\mathbf m\times\hat{\mathbf z}=-\sin\theta\,\mathbf e_\phi\) and \(\mathbf m\times(\mathbf m\times\hat{\mathbf z})=\sin\theta\,\mathbf e_\theta\). The axial field thus contributes \(h\sin\theta\,\mathbf e_\phi\), a precession towards increasing \(\phi\), which is also the sense in which the drive rotates.

With \(\psi=\phi-\omega_et\), the drive has the component \(\varepsilon\cos\theta\cos\psi\) along \(\mathbf e_\theta\) and \(-\varepsilon\sin\psi\) along \(\mathbf e_\phi\). Its torque is \(-\varepsilon\sin\psi\,\mathbf e_\theta-\varepsilon\cos\theta\cos\psi\,\mathbf e_\phi\). Collecting components gives

\[
\dot\theta=-\alpha\sin\theta\,\dot\phi+a\sin\theta-\varepsilon\sin\psi, \tag{1}
\]
\[
\sin\theta\,\dot\phi=h(\theta)\sin\theta+\alpha\dot\theta-\varepsilon\cos\theta\cos\psi. \tag{2}
\]

Without drive, (2) gives \(\dot\phi=h+\alpha\dot\theta/\sin\theta\), and (1) becomes

\[
(1+\alpha^2)\dot\theta=\sin\theta\,[a-\alpha h(\theta)].
\]

The free orbit satisfies \(h(\theta_0)=a/\alpha\equiv\omega_0\), or \(\cos\theta_0=(b-\omega_0)/w\), and it exists for \(|b-\omega_0|<w\). For a small deviation \(\delta=\theta-\theta_0\), the slope \(h'(\theta_0)=w\sin\theta_0\) gives

\[
(1+\alpha^2)\dot\delta=-\Gamma\delta,\qquad \Gamma=\alpha w\sin^2\theta_0 .
\]

The orbit is stable because a larger angle means faster precession, hence more damping, which reduces the angle again.

The azimuth is an awkward phase for an oscillator that has been disturbed, because its rate changes while the angle recovers. Equation (1) supplies a better one. Divide it by \(\alpha\sin\theta\) and rearrange:

\[
\dot\phi+\frac{\dot\theta}{\alpha\sin\theta}=\omega_0-\frac{\varepsilon\sin\psi}{\alpha\sin\theta}.
\]

Since \(\frac{d}{d\theta}\ln\tan(\theta/2)=1/[2\sin(\theta/2)\cos(\theta/2)]=1/\sin\theta\), the left side is the time derivative of

\[
\Phi=\phi+\frac1\alpha\ln\frac{\tan(\theta/2)}{\tan(\theta_0/2)},
\qquad
\dot\Phi=\omega_0-\frac{\varepsilon}{\alpha\sin\theta}\sin\psi. \tag{3}
\]

No approximation has been made in (3). On the free orbit \(\Phi=\phi\), and without drive \(\Phi\) advances at \(\omega_0\) even while the angle is still relaxing.

Equation (3) is not yet closed, because \(\theta\) and \(\psi\) on its right side are not functions of \(\Phi\) alone. Weak driving closes it. Inserting \(\dot\phi\) from (2) into (1), now with the drive, and linearizing about \(\theta_0\) gives

\[
(1+\alpha^2)\dot\delta=-\Gamma\delta-\varepsilon\sin\psi+\alpha\varepsilon\cos\theta_0\cos\psi. \tag{4}
\]

This is a relaxation under a bounded force. After the initial deviation has decayed, \(|\delta|\) is at most about \(\varepsilon/\Gamma\) for \(\alpha\ll1\). The difference between the two phases is then

\[
\Phi-\phi\simeq\frac{\delta}{\alpha\sin\theta_0},
\qquad
|\Phi-\phi|\lesssim\frac{\varepsilon}{\alpha\Gamma\sin\theta_0}=\frac{\Lambda}{\Gamma},
\qquad
\Lambda\equiv\frac{\varepsilon}{\alpha\sin\theta_0}.
\]

The relative change of \(\sin\theta\) is \(\delta\cot\theta_0\), of order \(\alpha\cos\theta_0\,\Lambda/\Gamma\), which is smaller still. For \(\Lambda\ll\Gamma\) one may therefore put \(\theta=\theta_0\) and \(\psi=\Phi-\omega_et\equiv\chi\) on the right of (3). With the detuning \(\Delta=\omega_e-\omega_0\), the result is Adler's equation,

\[
\boxed{\;\dot\chi=-\Delta-\Lambda\sin\chi\;} \tag{5}
\]

with neglected terms of order \(\Lambda^2/\Gamma\). Over a time of a few \(1/\Lambda\) they build up a phase error of order \(\Lambda/\Gamma\). The condition \(\Lambda\ll\Gamma\) reads \(\varepsilon\ll\alpha^2w\sin^3\theta_0\). It fails near the poles, where \(\Lambda\) grows while \(\Gamma\) vanishes, so the formula for \(\Lambda\) does not promise an unlimited locking range for small orbits.

A stationary phase difference requires \(\sin\chi=-\Delta/\Lambda\). It exists if and only if \(|\Delta|\le\Lambda\), and the locking interval is

\[
\boxed{\;\omega_0-\frac{\varepsilon}{\alpha\sin\theta_0}\le\omega_e\le\omega_0+\frac{\varepsilon}{\alpha\sin\theta_0}\;} \tag{6}
\]

Inside it there are two stationary phases per turn. A small deviation \(\eta\) from either obeys \(\dot\eta=-\Lambda\cos\chi\,\eta\), so the one with \(\cos\chi>0\) is stable and the other is unstable. On the circle, every starting phase except the unstable one moves to the stable one, finally at the rate \(\sqrt{\Lambda^2-\Delta^2}\).

At the edges the two phases merge. For \(\Delta=\Lambda\) and \(\chi=-\pi/2+\eta\), (5) becomes \(\dot\eta=-\Lambda(1-\cos\eta)\simeq-\Lambda\eta^2/2\). A positive deviation decays only as \(2/(\Lambda t)\), while a negative one grows. The end points have a stationary phase, but a marginal one.

Outside the interval the phase slips without end. For \(\Delta>\Lambda\), the substitution \(u=\tan(\chi/2)\) gives the time of one slip:

\[
T=\int_{-\pi}^{\pi}\frac{d\chi}{\Delta+\Lambda\sin\chi}
=\int_{-\infty}^{\infty}\frac{2\,du}{\Delta(1+u^2)+2\Lambda u}
=\frac2\Delta\int_{-\infty}^{\infty}\frac{du}{(u+\Lambda/\Delta)^2+1-\Lambda^2/\Delta^2}
=\frac{2\pi}{\sqrt{\Delta^2-\Lambda^2}} .
\]

Negative detuning gives the same time, since reversing the signs of \(\Delta\) and \(\chi\) leaves (5) unchanged. The mean beat frequency \(\sqrt{\Delta^2-\Lambda^2}\) vanishes at the edge and approaches \(|\Delta|\) far away.

As an example take the round model values \(b/\gamma=0.6\) T, \(w/\gamma=0.5\) T, \(\alpha=0.02\), \(a/\gamma=7\) mT and \(\varepsilon/\gamma=0.01\) mT. Frequencies are quoted after division by \(2\pi\), with \(\gamma/2\pi=28.025\) GHz/T. The free orbit has \(\omega_0/\gamma=7\,\text{mT}/0.02=0.35\) T, so

\[
\frac{\omega_0}{2\pi}=9.809\ \text{GHz},\qquad
\cos\theta_0=\frac{0.6-0.35}{0.5}=0.5,\qquad \theta_0=60^\circ .
\]

The two rates that matter for locking are

\[
\frac{\Gamma}{2\pi}=0.02\times0.5\times0.75\times28.025\ \text{GHz}=210\ \text{MHz},
\qquad
\frac{\Lambda}{2\pi}=\frac{0.28025\ \text{MHz}}{0.02\times0.8660}=16.18\ \text{MHz}.
\]

The interval runs from 9.7926 to 9.8249 GHz and is 32.4 MHz wide. The ratio \(\Lambda/\Gamma=0.077\) is small, as (5) requires.

The meaning of \(\Phi\) shows up in an undriven start at \(55^\circ\). Because \(\Phi-\omega_0t\) is conserved, the azimuth finally differs from uniform rotation by \(\alpha^{-1}\ln(\tan27.5^\circ/\tan30^\circ)=-5.18\) rad. An initial error of five degrees in angle costs most of a turn in phase, because precession is slower at the smaller angle and the angle recovers slowly.

The same sensitivity makes the locking interval wide. If the polar angle were frozen, (2) would give \(\dot\phi=\omega_0-\varepsilon\cot\theta_0\cos\psi\), and the drive could change the frequency by at most \(\varepsilon|\cot\theta_0|\), here 0.162 MHz. That is smaller than \(\Lambda\) by the factor \(\alpha|\cos\theta_0|=1/100\). When the angle is free and follows the drive slowly, (4) gives the tilt \(\delta=(-\varepsilon\sin\psi+\alpha\varepsilon\cos\theta_0\cos\psi)/\Gamma\), which changes the precession frequency by

\[
w\sin\theta_0\,\delta=\frac{\Gamma\delta}{\alpha\sin\theta_0}=-\Lambda\sin\psi+\varepsilon\cot\theta_0\cos\psi .
\]

The last term cancels the direct action of the drive, and \(-\Lambda\sin\psi\) remains. The drive therefore pulls the frequency by tilting the orbit.

At \(\psi=-30^\circ\), which belongs to \(\Delta\simeq\Lambda/2\), a numerical root search for the stationary state of the full equation gives a tilt of \(0.039^\circ\). This tilt supplies 1.017 times the detuning. The excess is the part that cancels the direct action, \(0.162\times\cos30^\circ/8.09=0.017\).

Stationary states of the full equation also show how accurate (6) is. They obey the balance of the opening paragraphs with the actual angle \(\theta\), which at the edges is shifted by \(\delta\simeq\pm\Lambda/(w\sin\theta_0)\). Expanding \(1/\sin\theta\) gives

\[
\Delta_\pm\simeq\pm\Lambda\left(1\mp\frac{\Lambda\cos\theta_0}{w\sin^2\theta_0}\right)
=\pm\Lambda\left(1\mp\alpha\cos\theta_0\frac{\Lambda}{\Gamma}\right).
\]

The correction is \(0.02\times0.5\times0.077=0.00077\). Maximizing the detuning of the stationary states numerically over phases around \(\psi=-\pi/2\), and minimizing it over phases around \(\psi=\pi/2\), gives the edges \(0.99923\,\Lambda\) and \(-1.00077\,\Lambda\). The interval is displaced slightly downwards, and its width is unchanged at this order.

Motion in time is more sensitive to the drive than the edges are, because its error is of order \(\Lambda/\Gamma\) without the factor \(\alpha\). Starting on the free orbit with \(\psi=2\) rad and \(\Delta=\Lambda/2\), an adaptive Runge–Kutta integration of the full equation over a time \(6/\Lambda\) departs from the solution of (5) by at most 0.079 rad. With a quarter of the drive the largest departure is 0.020 rad, in keeping with an error linear in \(\varepsilon\). At \(\Delta=\pm1.5\,\Lambda\), (5) predicts a beat frequency of \(16.18\sqrt{1.25}=18.09\) MHz. The full equation gives 18.14 and 18.13 MHz, averaged over five slips.

Now let the microwave field be linearly polarized instead. A field \(2\varepsilon\cos\omega_et\) along \(x\) is the sum of two fields of strength \(\varepsilon\) that rotate in opposite senses. The component of the second along \(\mathbf e_\phi\) is \(-\varepsilon\sin(\phi+\omega_et)\), so (3) becomes

\[
\dot\Phi=\omega_0-\frac{\varepsilon}{\alpha\sin\theta}\left[\sin\psi+\sin(\psi+2\omega_et)\right].
\]

While \(\psi\) changes slowly, the last term integrates to a ripple of \(\Phi\) of amplitude about \(\Lambda/2\omega_e\), here \(8\times10^{-4}\) rad, and averages out to leading order. This ripple comes almost wholly from the polar angle, and the azimuth itself ripples far less. A linear field of amplitude \(2\varepsilon\) thus has the locking interval (6).

A laboratory-frame integration of 300 ns with this linear field, started on the free orbit at \(\psi=0\), shows both sides of each edge. It used the fourth-order Runge–Kutta method with 48 steps per cycle.

- At \(\Delta=-0.95\,\Lambda\) and \(+0.95\,\Lambda\) the phase settles after changes of 1.234 and \(-1.274\) rad. Equation (5) gives \(\pm\arcsin0.95=\pm1.253\) rad.
- At \(\Delta=-1.05\,\Lambda\) and \(+1.05\,\Lambda\) it moves by 7.87 and \(-8.12\) rad, more than a full turn.

The small asymmetry of the settled phases comes mostly from the integration itself. An undriven run shows that the finite step lowers the free frequency by \(0.0055\,\Lambda\), which displaces these phases by about \(0.0055/\sqrt{1-0.95^2}=0.018\) rad. Integrated in the frame that rotates with the drive, where this step error is absent, the settled phases are 1.251 and \(-1.255\) rad. The slipping runs, which are more sensitive so close to the edge, then move by 7.96 and \(-7.99\) rad, so the values listed above for them are off by about 0.1 rad.

When \(\Lambda\) is not small compared with \(\Gamma\), the tilt no longer follows the phase at once. For \(\alpha\ll1\) and a tilt that is still small, the leading parts of (2) and (4) are \(\dot\psi=-\Delta+w\sin\theta_0\,\delta\) and \(\dot\delta=-\Gamma\delta-\varepsilon\sin\psi\). Differentiating the first, inserting the second and using \(w\varepsilon\sin\theta_0=\Gamma\Lambda\) gives

\[
\frac{\ddot\psi}{\Gamma}+\dot\psi=-\Delta-\Lambda\sin\psi. \tag{7}
\]

This is a damped pendulum under a constant torque. Its stationary phases are those of Adler's equation, but the phase now has inertia. Near a stationary phase the rates \(s\) satisfy \(s^2/\Gamma+s+\Lambda\cos\psi=0\). In the weak-drive example at \(\Delta\simeq\Lambda/2\), the slow rates from the linearized full equation are \(-0.095\) and \(+0.083\) ns\(^{-1}\), where (5) gives \(\mp0.088\) ns\(^{-1}\). Equation (7) reproduces both to the digits shown.

For \(\Lambda\gg\Gamma\) inertia can carry the phase past the stable point again and again. Multiplying (7) by \(\dot\psi\) gives the energy balance

\[
\frac{d}{dt}\left[\frac{\dot\psi^2}{2\Gamma}-\Lambda\cos\psi\right]=-\Delta\dot\psi-\dot\psi^2 .
\]

In one slip the torque supplies \(2\pi|\Delta|\). The slowest slipping motion barely passes the top of the potential, with \(|\dot\psi|=2\sqrt{\Gamma\Lambda}\,|\cos(\psi/2)|\), and loses \(\int_{-\pi}^{\pi}|\dot\psi|\,d\psi=8\sqrt{\Gamma\Lambda}\). Drift can therefore persist for \(|\Delta|\) above about \((4/\pi)\sqrt{\Gamma\Lambda}\), which lies inside the interval (6) when \(\Lambda\gg\Gamma\).

With a rotating drive of 1 mT the ratio \(\Lambda/\Gamma\) is 7.7, and this estimate is \(0.46\,\Lambda\). When the detuning is lowered in small steps from outside the interval, the full equation keeps drifting down to about \(0.45\,\Lambda\) for either sign. The tilt is no longer negligible at this drive, and the stationary states of the full equation extend from \(-1.11\,\Lambda\) to \(0.94\,\Lambda\) rather than between \(\pm\Lambda\). At \(\Delta=0.67\,\Lambda\) the full equation has a stable locked state, and a start near it returns to it. A start on the free orbit with \(\psi=0\) is still drifting after 60 ns, about 80 relaxation times \(1/\Gamma\), at a mean frequency of 1.03 GHz. Under strong driving a stationary phase difference is still necessary for this kind of locking, but it no longer ensures that the oscillator locks from every start.

Numbers in the example were calculated in double precision.
